Finite-Size Corrections for a Polaron in a Periodic Supercell, part 1

(Sections cited here and not found follow in the second part.)

**Problem: a polaron in a periodic supercell**

One extra electron is placed in a polar insulator and allowed to trap itself in a static lattice distortion. The calculation is done in a cubic supercell of side L with periodic boundary conditions. The supercell holds N unit cells of volume Ω, so V = NΩ = L³, and the allowed wavevectors k and q are the points Q = (2π/L)(n₁, n₂, n₃). Hartree atomic units are used in the algebra. The treatment is adiabatic and mean field: the displacements are classical and static, the lattice is harmonic, and the coupling is linear in the displacements. Band energies ε_nk are measured from the band edge.

Bloch states are ψ_nk = N^(−1/2) u_nk e^(ik·r), with u_nk normalized in the unit cell. The carrier and the displacement of atom κ (mass M_κ) in cell R_p are

ψ = N^(−1/2) Σ_nk A_nk ψ_nk,  (1/N) Σ |A_nk|² = 1

u_κα(R_p) = N^(−1/2) Σ_qν M_κ^(−1/2) e_κα,ν(q) e^(iq·R_p) X_qν,  X_−q,ν = X*_qν

The vertex g_mnν(k,q) = ⟨u_m,k+q|Δ_qν v|u_nk⟩ is the matrix element of the potential change caused by displacements of amplitude e_κα,ν/√(2M_κ ω_qν). The term q = 0 is left out of all phonon sums unless stated otherwise. Numbers and numerical tests refer to the numerical check.

**(a) Write the energy relative to the undistorted crystal with the carrier at the band edge, derive the two polaron equations, and express the formation energy E and the eigenvalue ε through the band energy and the elastic energy.**

*Solution.* The elastic energy is ½ Σ ω²|X|². A mode of amplitude X displaces the atoms by N^(−1/2) √(2ω) X times the amplitude that defines g, so the coupling energy is N^(−1/2) Σ √(2ω) X_qν ρ_qν with

ρ_qν = (1/N) Σ_mnk A*_m,k+q g_mnν(k,q) A_nk

The potential change is real, so ρ_−q = ρ*_q. Setting X = −√(2/(Nω)) B* turns ½ω²|X|² into ω|B|²/N and the coupling into −(2/N) B*ρ:

E[A,B] = T + (1/N) Σ ω|B|² − (2/N) Σ B*ρ,  T = (1/N) Σ ε_nk |A_nk|²

The last sum is real because q and −q give complex conjugates. Completing the square,

E = T + (1/N) Σ ω |B − ρ/ω|² − W,  W = (1/N) Σ_qν |ρ_qν|²/ω_qν

The minimum over B is B = ρ/ω, the first polaron equation. There the elastic energy is W and the coupling energy is −2W. Varying A*_mk at fixed B, with a multiplier ε for the norm, gives the second equation:

ε_mk A_mk − (2/N) Σ_nqν B*_qν g_mnν(k−q,q) A_n,k−q = ε A_mk

Multiplying by A*_mk/N and summing over m and k yields ε = T − (2/N) Σ B*ρ. Therefore

E = T − W,  ε = T − 2W,  E = ε + W

The electron feels the whole coupling energy −2W, and half of it is paid back in distorting the lattice.

**(b) Find the summand of W as q → 0 in terms of the dielectric tensors. State what acoustic modes and higher orders in q contribute.**

*Solution.* A long wave u_κ e^(iq·r) carries the polarization P_α = (1/Ω) Σ Z*_κ,αβ u_κβ, with Z* the Born charges. Gauss's law ∇·(ε∞𝓔 + 4πP) = 0 with 𝓔 = −iqφ gives (q·ε∞·q) φ = −4πi q·P. Define

c = 4π/Ω,  a = q·ε∞·q,  z_κβ = Σ_α q_α Z*_κ,αβ/√M_κ

The electron has charge −1, so its potential energy is −φ, and for the amplitude that defines g

g_mnν(k,q) → g^L_ν ⟨u_m,k+q|u_nk⟩,  g^L_ν = i c (z·e_ν)/(a √(2ω_ν))

The band factor sums to the Fourier transform of the carrier density, for any number of bands, because ∫ψ*_m,k+q e^(iq·r) ψ_nk = ⟨u_m,k+q|u_nk⟩:

ρ_qν = g^L_ν n(q),  n(q) = ∫ |ψ|² e^(iq·r) d³r,  n(0) = 1

The same field, 𝓔 = −iqφ = −4π q (q·P)/a, exerts the force Σ_α Z*_κ,αβ 𝓔_α on the atoms. After mass weighting the dynamical matrix is D = D_an + c zzᵀ/a, where D_an is the zone-centre matrix at zero macroscopic field. Charge neutrality Σ_κ Z*_κ = 0 makes z orthogonal to the three translations, so all inverses are taken on the optical subspace. A uniform applied field displaces the ions by D_an⁻¹ times the mass-weighted force, and adding their polarization to ε∞ gives the static tensor at fixed strain:

a₀ ≡ q·ε0·q = a + c s,  s = zᵀ D_an⁻¹ z

The mode sum is a matrix element of D⁻¹:

Σ_ν |g^L_ν|²/ω_ν = (c²/2a²) Σ_ν (z·e_ν)²/ω_ν² = (c²/2a²) S,  S = zᵀD⁻¹z

Let y = D⁻¹z. Then D_an y + c z S/a = z, so y = D_an⁻¹z (1 − cS/a). Taking the product with z gives S = s(1 − cS/a), hence S = s a/(a + cs) = s a/a₀. With cs = a₀ − a,

Σ_ν |g^L_ν|²/ω_ν = c² s/(2a a₀) = (2π/Ω) [1/(q·ε∞·q) − 1/(q·ε0·q)]

Phonon frequencies and masses have dropped out. For isotropic tensors the bracket is 1/(κq²) with 1/κ = 1/ε∞ − 1/ε0, and since NΩ = V the long-range part of W is

W_L = (2π/κV) Σ_(Q≠0) |n(Q)|²/Q²

In a piezoelectric crystal an acoustic wave produces P_α = i e_αβγ q_γ u_β, so z acquires acoustic components of degree two in q. The factor i is absorbed into the acoustic amplitudes, which leaves real components z_a and a real matrix at the orders kept. The acoustic block of D_an is also of degree two, and its coupling to the optical block is of degree one. Eliminating that coupling leaves both degrees unchanged and turns e and the acoustic block Λ into their relaxed-ion values, which are meant here (the model in the program has no such coupling). Repeating the algebra with the enlarged matrix replaces a₀ by q·ε0·q + c z_aᵀΛ⁻¹z_a. The added term has degree 2 + 2 − 2 = 2, the same as q·ε0·q, so it changes the 1/q² coefficient and makes it depend on direction. The formula with ε0 alone therefore holds for non-piezoelectric crystals. The program tests both forms by diagonalizing a random four-atom model; for the last direction tried, q² Σ|g|²/ω is 0.008765 from optical modes and 0.016197 with piezoelectric modes, in model units.

For the higher orders, write ρ_qν = f·e_ν/√(2ω_ν), with f the force of the carrier density on the mass-weighted displacements, so that Σ_ν |ρ|²/ω = ½ f†D⁻¹f. In an insulator with a localized carrier, f and D are ratios of power series in the components of q, and so is this sum; a term homogeneous of degree d therefore has parity (−1)^d. The sum is even in q because ρ_−q = ρ*_q, which removes degree −1. For a term K_d of degree d, cut off smoothly at large q, the sum (1/V) Σ over Q ≠ 0 tends to an L-independent integral. Its leading departure from that integral comes from the point q = 0, where the term is omitted and in general not smooth, and since K_d(2πn/L) = (2π/L)^d K_d(n) this departure scales as L^(−3−d). Degree −2 gives 1/L, and degree 0, which includes deformation-potential coupling and its omitted Q = 0 term, gives L⁻³.

**(c) Write W_L in real space and expand its kernel near the origin. Evaluate W_L for a fixed spherical density.**

*Solution.* Inserting n(Q),

W_L = (1/2κ) ∬ n(r) v_L(r − r′) n(r′),  v_L(r) = (4π/V) Σ_(Q≠0) e^(iQ·r)/Q²

For L → ∞ the sum becomes an integral and v → 1/r. Applying the Laplacian and using (1/V) Σ_Q e^(iQ·r) = Σ_R δ(r − R), with R the supercell lattice vectors,

∇²v_L = −4π Σ_R δ(r − R) + 4π/V

Omitting Q = 0 thus adds a uniform compensating background. For r < L the function v_L − 1/r has Laplacian 4π/V. Since ∇²r² = 6, subtracting 2πr²/(3V) leaves a regular harmonic function, a sum of terms r^l Y_lm invariant under the cubic group. Inversion removes odd l. For l = 2, reflections remove the off-diagonal elements of the traceless quadratic form and permutations make the diagonal elements equal, hence zero. The scaling v_L(r) = v₁(r/L)/L fixes the powers of L:

v_L(r) = 1/r − α/L + 2πr²/(3L³) + (l = 4 term ∝ r⁴/L⁵) + …

To find α, split 1/Q² with the factor e^(−Q²/4η²). The function erf(ηr)/r is the potential of a unit Gaussian charge and has the transform 4π e^(−Q²/4η²)/Q², so erfc(ηr)/r has the transform 4π(1 − e^(−Q²/4η²))/Q², which tends to π/η² at Q = 0. Poisson summation over all Q converts this part into Σ_R erfc(η|r−R|)/|r−R|, from which the Q = 0 term π/(η²V) is subtracted. For R = 0, erfc(ηr)/r − 1/r → −2η/√π. Thus

−α/L = Σ_(R≠0) erfc(ηR)/R + (4π/V) Σ_(Q≠0) e^(−Q²/4η²)/Q² − 2η/√π − π/(η²V)

This gives α = 2.8372975, the simple-cubic Madelung constant. A summation without any splitting, exact along one axis and Fourier in the other two, gives 2.8372975 and an r² coefficient 2.09440 = 2π/3, which tests the expansion.

Let n be normalized and negligible beyond L/2. The constant gives −α/(2L), because ∬nn = 1. For the quadratic term ∬ n n |r − r′|² = 2⟨r²⟩ − 2|⟨r⟩|² = 2σ². If n is spherical, the distribution of r − r′ is spherical and all l ≥ 4 terms average to zero:

κW_L = κW_iso − α/(2L) + 2πσ²/(3L³)

For a Gaussian of variance s² per axis, σ² = 3s², and the separation has variance 2s² per axis, so ⟨1/|r−r′|⟩ = 1/(s√π) and κW_iso = 1/(2s√π). At s = 0.08 L the formula gives 2.14774854/L, and the explicit sum over Q gives the same digits.

**(d) Obtain the leading size dependence of E, ε, T and W for the self-consistent solution. Derive the ratio of the shifts of ε and E in a second way.**

*Solution.* For a non-piezoelectric crystal with isotropic ε∞ and ε0, (a) and (c) give for every normalized localized ψ

E_L[ψ] = E_iso[ψ] + α/(2κL) + O(L⁻³)

The 1/L term does not depend on ψ, so the stationary ψ changes only at order L⁻³, provided the isolated solution is a nondegenerate stationary point apart from lattice translations and symmetry copies. Then T is unchanged at order 1/L and W changes by −α/(2κL). With E = T − W and ε = T − 2W,

E_L = E_iso + α/(2κL) + O(L⁻³)

ε_L = ε_iso + α/(κL) + O(L⁻³)

Both shifts are positive for ε0 > ε∞, so the cell underbinds. The attractive potential −(1/κ)∫v_L n has zero cell average, which raises its bottom by α/(κL). The lattice also stores less elastic energy, by α/(2κL), and E = ε + W leaves half of the eigenvalue shift. No property of the band structure was used. The shifts vanish for a non-polar crystal, ε0 = ε∞.

For the second derivation let the carrier have norm ν, ψ = √ν φ with φ normalized. T is quadratic in ψ and W is quartic, so E(ν) = νT[φ] − ν²W[φ] at the stationary φ. Stationarity removes the implicit dependence through φ:

dE/dν = T − 2νW = ε

The Madelung term of E(ν) is ν²α/(2κL), and its derivative at ν = 1 is α/(κL). The factor two is the exponent of the charge in a pair energy.

**(e) For a parabolic band with mass m* and the kernel of (c) (the Landau–Pekar model), find how a term L^(−p) of E appears in ε. Determine the terms beyond 1/L.**

*Solution.* The functional is ∫|∇ψ|²/(2m*) − W_L. Measuring length in κ/m* and energy in m*/κ² sets m* = κ = 1, since 1/(m*ℓ²) and 1/(κℓ) both equal m*/κ² for ℓ = κ/m*. For norm ν write φ(r) = ν^(3/2) χ(νr), with χ normalized in a cell of side νL. Then T[φ] = ν²T[χ], and v_L(r) = ν v_(νL)(νr) gives W_L[φ] = νW_(νL)[χ]. Hence E(ν,L) = ν³ f(νL) with f(L) = E_L, and from (d)

ε_L = 3f(L) + L f′(L)

This is exact in the model. A term C L^(−p) in E appears in ε as (3 − p) C L^(−p).

For p = 0, ε_iso = 3E_iso. Then T − 2W = 3T − 3W gives W = 2T and E_iso = −T. A radial solution gives E_iso = −0.0542564, ε_iso = −0.1627692 and σ² = 21.4852 in these units, and both relations are tested on it. For p = 1 the factor is 2, as in (d).

The isolated density is spherical, so the leading perturbation is −λσ²[ψ] with λ = 2π/(3L³). The l = 4 term has no first-order effect on any spherical state and enters at second order, as L⁻¹⁰. Expanding the stationary energy in λ gives powers L⁻³, L⁻⁶, L⁻⁹. The first is the perturbation evaluated on the isolated ψ, by stationarity. Relaxing ψ can only lower a local minimum, so the second is not positive:

E_L = E_iso + α/(2κL) − b − c₆/L⁶ − c₉/L⁹ − …,  b = 2πσ²/(3κL³),  c₆ ≥ 0

ε_L = ε_iso + α/(κL) + 0·b + 3c₆/L⁶ + 6c₉/L⁹ + …

The factors 3 − p are 0, −3 and −6. The series is asymptotic, since −λr² is unbounded below. Finite differences in λ on a radial model with kernel 1/r + λr² give the ratios 0.00000, −3.0000 and −6.004.

The eigenvalue has no L⁻³ term, although a frozen density would give −2b through ε = T − 2W. From E = T − W and ε = T − 2W follow T = 2E − ε and W = E − ε, so at order L⁻³ the self-consistent changes are δT = −2b and δW = −b, against 0 and +b for the frozen density. The polaron expands, and δT − 2δW = 0. In this model the factor two therefore belongs to the 1/L term alone; any other term of W that does not depend on ψ, such as the omitted Q = 0 term of a short-range coupling at order L⁻³, would carry it as well. The cancellation at L⁻³ rests on the scaling of the parabolic band and is not expected for a general band or with short-range coupling.

For non-piezoelectric crystals with isotropic dielectric tensors, the leading size shifts are α/(2κL) in E and α/(κL) in ε, and in the parabolic-band model the L⁻³ term is absent from ε. What remains is to treat image overlap and the stability of the localized solution, adapt the 1/L term to other cases, and compare the corrections with self-consistent solutions.
